# Converging a self-consistent Landau-Pekar polaron and judging its energy

A self-consistent polaron calculation can converge smoothly and still mislead. If the orbital eigenvalue is reported as the polaron energy, the result is three times too deep. If the radial box ends at 2.2 times the rms radius of the electron, the binding comes out nearly 5% too weak. And if the material lies outside the strong-coupling regime, a converged energy can still miss most of the binding. The first two faults show up against a reference number, $-0.1085\,\alpha^2\hbar\omega$, and the third against a second bound. This guide derives both and turns them into choices of mesh, box, mixing and stopping threshold.

## What the self-consistent option minimizes

The model is one electron of isotropic mass $m$ in a continuum at zero temperature, coupled to one longitudinal optical phonon branch of fixed energy $\hbar\omega$. With volume $\Omega$, the Fröhlich Hamiltonian is

$$H=\frac{p^2}{2m}+\sum_k\hbar\omega\,a_k^\dagger a_k+\sum_k\left(V_k a_k e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),$$

$$|V_k|^2=(\hbar\omega)^2\frac{4\pi\alpha}{\Omega k^2}\sqrt{\frac{\hbar}{2m\omega}},\qquad \alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar}\sqrt{\frac{m}{2\hbar\omega}},\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.$$

Only the ionic part of the screening enters $1/\kappa$, because the electronic part follows the electron instantly and belongs to the band energy.

Take a product of an orbital $\psi$ and a phonon coherent state, so that $a_k\to z_k$. With $\rho_k=\int|\psi|^2e^{i\mathbf k\cdot\mathbf r}d^3r$, the phonon-dependent energy is $\sum_k(\hbar\omega|z_k|^2+V_kz_k\rho_k+\text{c.c.})$. Differentiating with respect to $z_k^*$ gives $z_k=-V_k^*\rho_k^*/\hbar\omega$. The distortion then costs $+|V_k|^2|\rho_k|^2/\hbar\omega$ per mode and the coupling gains twice that, which leaves

$$E=\frac{\hbar^2}{2m}\int|\nabla\psi|^2d^3r-\sum_k\frac{|V_k|^2|\rho_k|^2}{\hbar\omega}.$$

Replace the sum by $\Omega\int d^3k/(2\pi)^3$ and use $\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot\mathbf s}=1/s$. The last term becomes $-\alpha\hbar\omega\sqrt{\hbar/2m\omega}\iint\rho\rho'/|\mathbf r-\mathbf r'|$, with $\rho=|\psi|^2$. Inserting $\alpha$, its prefactor is $\tfrac12e^2/(4\pi\varepsilon_0\kappa)$: the electron attracts itself through the lattice.

Now measure length in $\lambda=4\pi\varepsilon_0\kappa\hbar^2/(me^2)$, so that $e^2/(4\pi\varepsilon_0\kappa)=\hbar^2/(m\lambda)$. Both terms acquire the factor $\hbar^2/(2m\lambda^2)$. The definition of $\alpha$ becomes $\alpha=(\hbar/m\lambda)\sqrt{m/2\hbar\omega}$, whose square times $\hbar\omega$ is that same factor. Hence

$$\frac{E}{\alpha^2\hbar\omega}=T-D,\qquad T=\int|\nabla\phi|^2d^3x,\qquad D=\iint\frac{\phi^2(\mathbf x)\phi^2(\mathbf x')}{|\mathbf x-\mathbf x'|}d^3x\,d^3x'.$$

No parameter is left, so one calculation serves every material. Since $\alpha^2\hbar\omega=\hbar^2/(2m\lambda^2)$ does not contain $\omega$, the phonon energy affects the validity of the result but not its value in eV. As an expectation value of $H$, the result is an upper bound to the ground-state energy of the model.

From here on, energies are in $\alpha^2\hbar\omega$ and lengths in $\lambda$ unless a unit is given.

## The two radial equations

Let $V(\mathbf x)=\int\phi^2(\mathbf x')/|\mathbf x-\mathbf x'|\,d^3x'$. Under a change $\delta\phi$, $\delta T=-2\int\delta\phi\,\nabla^2\phi$ and $\delta D=4\int V\phi\,\delta\phi$; one factor of two in $\delta D$ arises because the density occurs twice. With a multiplier $\mu$ for the norm,

$$-\nabla^2\phi-2V\phi=\mu\phi,\qquad \mu=T-2D.$$

The second relation follows on multiplying by $\phi$ and integrating. Thus $E=\mu+D$: the total energy is the electron level plus the cost $D$ of distorting the lattice.

Restrict the search to spherical orbitals, $\phi=u/(\sqrt{4\pi}\,x)$, and write $V=w/x$. For a spherical function $g/x$ the Laplacian is $g''/x$, and $\nabla^2V=-4\pi\phi^2=-u^2/x^2$. Therefore

$$-u''-2Vu=\mu u,\qquad w''=-\frac{u^2}{x},\qquad \int_0^R u^2dx=1.$$

Finite $\phi$ and $V$ at the origin require $u(0)=w(0)=0$. At the box edge $u(R)=0$, and $w(R)=1$ because all the charge lies inside.

On points $x_i=ih$, one cycle solves two tridiagonal problems:

$$-w_{i-1}+2w_i-w_{i+1}=h^2\frac{u_i^2}{x_i},\qquad \frac{-u_{i-1}+2u_i-u_{i+1}}{h^2}-2V_iu_i=\mu u_i.$$

The lowest eigenvector, normalized by $h\sum u_i^2=1$, supplies the next density.

## Mixing: none is needed here

The undamped cycle cannot raise the energy. For two normalized densities $\rho$ and $\sigma$, the Coulomb energy of their difference is $\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\rho_k-\sigma_k|^2\ge0$. Expanding it gives $D[\rho]\ge2\int\rho V_\sigma-D[\sigma]$, so

$$E[\phi]\le F[\phi,\sigma]\equiv T[\phi]-2\int\phi^2V_\sigma+D[\sigma],$$

with equality when $\sigma=\phi^2$. The new orbital minimizes $F$ at fixed $\sigma=\phi_n^2$, since it is the lowest state in the potential $-2V_\sigma$. Hence

$$E[\phi_{n+1}]\le F[\phi_{n+1},\phi_n^2]\le F[\phi_n,\phi_n^2]=E[\phi_n].$$

The mesh version obeys the same argument, because the second-difference matrix is positive definite and so is its inverse.

The energy is also bounded below. The hydrogen ground state gives $T-g\langle1/x\rangle\ge-g^2/4$ for any centre; choosing $g=2\sqrt T$ yields $\langle1/x\rangle\le\sqrt T$. Averaging over centres gives $D\le\sqrt T$, so $E\ge T-\sqrt T\ge-1/4$. The sequence of energies therefore converges. This does not prove that it reaches the lowest minimum, which is why a second start is worthwhile.

A good start is the best Gaussian, $\phi^2=(\beta/\pi)^{3/2}e^{-\beta x^2}$. Since $\phi'=-\beta x\phi$ and $\langle x^2\rangle=3/(2\beta)$, $T=3\beta/2$. The separation of two points drawn from this density is Gaussian with variance $1/\beta$ per component, and its mean inverse length is $D=\sqrt{2\beta/\pi}$. Setting the derivative of $T-D$ with respect to $\sqrt\beta$ to zero gives

$$3\sqrt\beta=\sqrt{\frac2\pi},\qquad \beta=\frac{2}{9\pi},\qquad E=-\frac1{3\pi}=-0.1061.$$

At $h=0.05$ the energy goes from $-0.10611$ to $-0.10845$ in one cycle and to $-0.10852$ in four. A much narrower start, $\beta=1$, was tested at $h=0.1$ and reached the same energy within $10^{-9}$.

## Stopping threshold: watch the potential

Between cycles 4 and 6 the distance to the final energy falls from $2.8\times10^{-6}$ to $3.4\times10^{-7}$, a factor of about 0.35 per cycle. The energy is stationary at the solution, so its error is quadratic in the orbital error, which therefore shrinks only by about $\sqrt{0.35}\approx0.6$ per cycle. Bringing the largest change of $V$ below $10^{-9}$ took 31 cycles.

A threshold on the energy alone stops while the orbital is still moving. That is acceptable if $E$ is all that is wanted. The level $\mu$, however, responds to an error in $V$ at first order, $\delta\mu=-2\int\phi^2\delta V$, so a calculation that reports $\mu$, $T$ or $D$ should stop on the potential.

## Mesh step: extrapolate in $h^2$

The Poisson error can be found in closed form. The discrete equation is solved by the function $\min(x_i,x_j)-x_ix_j/R$, which is linear in $x_i$ except for a unit drop in slope at $x_j$. Adding $x_i/R$ for the boundary value and using the norm, the terms in $1/R$ cancel:

$$V_i=h\sum_j\frac{u_j^2}{\max(x_i,x_j)}.$$

This is the trapezoidal rule for the true integral. On each smooth interval that rule exceeds the integral by $h^2/12$ times the end slope minus the start slope, to leading order. The slope of the integrand is $2uu'/x$ just inside $x$ and $2uu'/x-u^2/x^2$ just outside, and it vanishes at the origin and, in a large box, at the edge. The sum of both intervals is

$$V_i-V(x_i)=\frac{h^2}{12}\frac{u^2(x_i)}{x_i^2}+O(h^4).$$

For the hydrogen density $u^2=4x^2e^{-2x}$ at $x=1$ and $h=0.05$, this predicts $1.128\times10^{-4}$; the solver's error against the analytic potential is $1.124\times10^{-4}$. The computed well is slightly too deep.

The three-point kinetic operator also has an error of order $h^2$. The converged energies are $-0.108646$, $-0.108546$ and $-0.108521$ for $h=0.2$, $0.1$ and $0.05$. Their successive differences have the ratio 4.016, as a leading $h^2$ error requires. Eliminating that term from the last two gives

$$E=\frac{4(-0.10852111)-(-0.10854604)}{3}=-0.108513.$$

The Gaussian thus lies 2.2% above the minimum. The mesh error is about $-0.0033h^2$, so $h=0.2$ already gives the energy to 0.12%. On the mesh the energy approaches its limit from below, so a mesh value is not itself an upper bound.

## Box radius: at least four rms radii

Outside the charge $V=1/x$. Inserting $u\propto x^pe^{-qx}$ into the orbital equation and matching the constant and $1/x$ terms gives $q=\sqrt{-\mu}$ and $p=1/q$. With $\mu=-0.3255$, $q=0.57$, and the density $u^2$ decays roughly as $x^{3.5}e^{-1.14x}$.

The converged rms radius is 4.63. Relative to $R=40$, at $h=0.1$, a box of $R=10$ raises the energy by $4.9\times10^{-3}$, or 4.6%, while $R=20$ raises it by $1.0\times10^{-6}$. A radius of 20, or 4.3 rms radii, is therefore ample for the energy.

## Two checks that the cycle does not impose

Stretch the orbital at fixed norm, $\phi_s(\mathbf x)=s^{3/2}\phi(s\mathbf x)$. Two gradients give $T\to s^2T$ and one inverse distance gives $D\to sD$. The derivative of $s^2T-sD$ must vanish at $s=1$, so

$$D=2T,\qquad E=-T,\qquad \mu=T-2D=-3T=3E.$$

The extrapolated values are $T=0.108513$, $D=0.217026$ and $\mu=-0.325538$, in agreement. The factor of three has a physical meaning: removing the electron to the band edge with the lattice frozen costs $3|E|$, of which $2|E|$ is returned when the lattice relaxes.

The second check avoids self-consistency. Set $W=\mu+2V$ and $f=\sqrt{8\pi}\,\phi$. Then

$$\nabla^2f=-Wf,\qquad \nabla^2W=-f^2.$$

These equations keep their form under $f\to s^2f(sx)$, $W\to s^2W(sx)$, so one may set $f(0)=1$ and give up the norm. Integrate outward and bisect $W(0)$: if it is too large $f$ crosses zero, and if too small $f$ turns upward.

The charge is now $N=\tfrac12\int f^2x^2dx$. Integrating the second equation gives $x^2W'=-2N$ in the tail, where $W=W_\infty+2N/x$; hence $W_\infty=W+xW'$. Rescaling multiplies $N$ by $s$ and $W_\infty$ by $s^2$. Unit charge needs $s=1/N$, so $\mu=W_\infty/N^2$. The search ends at $W(0)=0.91858$ with $N=1.73413$, and $\mu/3=-0.108513$, within $3\times10^{-7}$ of the mesh result.

## When the converged number should not be used

A different trial state shows where strong coupling fails. Move to the frame of the electron with $\exp(-i\mathbf r\cdot\sum_k\mathbf k\,a_k^\dagger a_k)$. This removes $e^{i\mathbf k\cdot\mathbf r}$ from the coupling and, at zero total momentum, turns the kinetic energy into $(\sum_k\hbar\mathbf k\,a_k^\dagger a_k)^2/2m$.

In a coherent state the square has the mean $\sum_k\hbar^2k^2|z_k|^2+(\sum_k\hbar\mathbf k|z_k|^2)^2$, and the last term vanishes when $|z_k|$ depends only on $|\mathbf k|$. Minimizing over $z_k$ as before, with $\hbar\omega$ replaced by $\hbar\omega+\hbar^2k^2/2m$, and setting $q=k\sqrt{\hbar/m\omega}$,

$$E_{\rm mf}=-\sum_k\frac{|V_k|^2}{\hbar\omega+\hbar^2k^2/2m}=-\alpha\hbar\omega\,\frac{\sqrt2}{\pi}\int_0^\infty\frac{dq}{1+q^2/2}=-\alpha\hbar\omega,$$

since the integral is $\pi/\sqrt2$. This too is an upper bound, at any $\alpha$. It lies below the Landau-Pekar energy when $\alpha<1/0.1085=9.2$. There the Landau-Pekar energy misses at least $(\alpha-0.1085\alpha^2)\hbar\omega$ of binding. The crossing is not a threshold for accuracy: at $\alpha=9.2$ Feynman's variational path-integral bound is about $-11.9\,\hbar\omega$, while both bounds used here give $-9.2\,\hbar\omega$.

The physical reason is the assumed static lattice. It needs electronic excitations much faster than $\omega$. In the frozen well the gap from the s level to the first p level is $0.135\,\alpha^2\hbar\omega$, which must greatly exceed $\hbar\omega$. This condition is necessary but converges slowly: at $\alpha=9.2$ the gap is already $11\,\hbar\omega$, yet the Landau-Pekar energy misses at least 23% of the binding, and at $\alpha=15$, where Feynman's bound is about $-26.7\,\hbar\omega$ against $-24.4\,\hbar\omega$, it still misses at least 9%.

## An electron in a hafnia-like memory film

Take rough values in the regime of hafnia: $\varepsilon_\infty=4.5$, $\varepsilon_s=20$, $m=m_0$, $\hbar\omega=0.07$ eV and a lattice constant of 0.5 nm. Then

$$\frac1\kappa=\frac1{4.5}-\frac1{20}=0.1722,\qquad \kappa=5.81,\qquad \lambda=0.307\ \text{nm},$$

$$\alpha^2\hbar\omega=0.404\ \text{eV},\qquad \alpha=\sqrt{0.404/0.07}=2.40,$$

$$E=-0.1085\times0.404\ \text{eV}=-0.044\ \text{eV}.$$

The rms radius is $4.63\times0.307=1.42$ nm, nearly three lattice constants, so the continuum is tolerable for this orbital. The assumption of strong coupling is not. The moving-frame bound is $-2.40\times0.07=-0.168$ eV, so the Landau-Pekar energy misses at least 0.124 eV of the model's binding. About 14% of the moving-frame bound comes from phonon wavevectors beyond $\pi$ divided by the lattice constant, where a continuum is unreliable, so the 0.124 eV describes the model rather than the crystal. The s-p gap, 0.055 eV, is below the phonon energy.

A heavier mass does not rescue the method here. With dielectric constants and phonon energy fixed, $\alpha\propto\sqrt m$ and the radius varies as $1/m$. Reaching $\alpha=9.2$ takes $14.7\,m_0$, where the rms radius would be 0.097 nm, far below the lattice constant. Such a carrier needs an atomistic small-polaron calculation.

Operating conditions matter as well. In a field, the tail potential $-2/x-Gx$ has its maximum at $x=\sqrt{2/G}$, with the value $-2\sqrt{2G}$. This drops to the level $\mu$ when $G=\mu^2/8$. With the level held at its zero-field value, the full frozen well gives about 0.17 MV/cm, so a field of 1 MV/cm, roughly the scale in a memory film, is far from a small perturbation. At 358 K, $k_BT=0.031$ eV is comparable with $|E|$, and the phonon occupation is 0.12. Spheres of the rms radius fill space at $8\times10^{19}$ cm$^{-3}$, so isolated polarons are a sensible picture only well below that density.

Real hafnia films have several polar phonon branches, anisotropic bands, grain boundaries or disorder, and oxygen vacancies that can trap charge. The inputs are uncertain too: raising $\varepsilon_\infty$ to 5.0 with the rest fixed changes $E$ to $-0.033$ eV, a 24% loss of depth. At fixed dielectric constants $E$ is proportional to $m$, so a 20% error in an isotropic mass moves it by 20%. Both shifts are smaller than the 0.124 eV lost by assuming a static lattice. The value $-0.044$ eV should not be used as a trap depth.

## Recommended settings

For this radial problem, use full replacement of the density, $h=0.1$ and $0.05$ with $h^2$ extrapolation, and $R\ge20$. For the hafnia-like values these are steps of 0.031 and 0.015 nm and a box of 6.1 nm. Stop on the change of the potential, then confirm $D=2T$ and $\mu=3E$ on the extrapolated values, since a single mesh leaves a mismatch of order $h^2$, about $7\times10^{-5}$ at $h=0.1$; at $R=20$ the box alone leaves a mismatch of about $2\times10^{-5}$ in each, which a larger box removes. Before using the energy, compare it with $-\alpha\hbar\omega$, the s-p gap with $\hbar\omega$, and the radius with the lattice constant. Failing any of these comparisons rules the energy out, but passing them does not make it accurate: with a gap of about ten phonon energies it can still miss over 20% of the binding. The numerical output below lists the values at full printed precision.

## Values computed for the example and the checks

```
Energies below in alpha^2*hbar*omega unless a unit is given
E after cycle 0 (h=0.05): -0.10611033
E after cycle 1 (h=0.05): -0.10844881
E after cycle 2 (h=0.05): -0.10849807
E after cycle 3 (h=0.05): -0.10851306
E after cycle 4 (h=0.05): -0.10851830
E after cycle 6 (h=0.05): -0.10852077
E after cycle 8 (h=0.05): -0.10852107
cycles to converge (h=0.05): 31
E at h=0.2: -0.10864618
E at h=0.1: -0.10854604
E at h=0.05: -0.10852111
ratio of successive grid changes: 4.016
E extrapolated to h=0: -0.1085128
T extrapolated: 0.1085128
D extrapolated: 0.2170256
mu extrapolated: -0.3255384
best Gaussian, -1/(3 pi): -0.1061033
E shift, box 10 against 40 (h=0.1): 4.94e-03
E shift, box 20 against 40 (h=0.1): 1.04e-06
Poisson error in V, 1s density, x=1, h=0.05: 1.124e-04
predicted Poisson error: 1.128e-04
shooting W(0): 0.9185798
shooting charge N: 1.734128
shooting E = mu/3: -0.1085128
rms radius (scaled length): 4.6346
frozen-well s-p gap: 0.1352
alpha where the two bounds cross: 9.216
input eps_inf, eps_static: 4.5, 20.0
input mass: 1.0 m0; phonon energy: 0.07 eV
input lattice constant: 0.5 nm
input temperature: 358.0 K; field: 1.0 MV/cm
kappa: 5.8065
alpha: 2.4010
energy unit alpha^2*hbar*omega: 0.4036 eV
length unit: 0.3073 nm
Landau-Pekar energy: -0.04379 eV
Landau-Pekar energy / phonon energy: -0.6256
moving-frame bound -alpha*hbar*omega: -0.1681 eV
rms radius: 1.424 nm
s-p gap: 0.0546 eV
thermal energy kT: 0.0309 eV
phonon occupation: 0.1153
field that opens the frozen well: 0.174 MV/cm
potential drop over rms radius: 0.1424 eV
frozen-well level mu: -0.1314 eV
overlap density: 8.27e+19 cm^-3
Landau-Pekar energy with eps_inf=5.0: -0.03322 eV
mass for crossing alpha: 14.73 m0
rms radius at that mass: 0.0967 nm
```
